\section*{Charge Gaps of Finite Hubbard Chains by Lanczos Diagonalization and Size Extrapolation}

\section{Two sites}

Take two lattice sites with one orbital each. An electron hops between them with amplitude $-t$, $t>0$, and two electrons on the same site cost an energy $U\ge 0$. One electron has lowest energy $-t$. For one up and one down electron, let $|a,b\rangle$ denote the up electron on site $a$ and the down electron on site $b$. The symmetric combinations
\begin{equation}
|D\rangle=\frac{|1,1\rangle+|2,2\rangle}{\sqrt2},\qquad
|C\rangle=\frac{|1,2\rangle+|2,1\rangle}{\sqrt2}
\end{equation}
obey $H|D\rangle=U|D\rangle-2t|C\rangle$ and $H|C\rangle=-2t|D\rangle$, because either electron can hop. Hence $E^2-UE-4t^2=0$, with lower root
\begin{equation}
E_2=\frac U2-\sqrt{\frac{U^2}{4}+4t^2}.
\end{equation}
The antisymmetric combinations have energies $U$ and $0$, so $E_2$ is the lowest energy.

With three electrons there is one hole, which hops like a single particle, and one doubly occupied site, so $E_3=U-t$. The charge gap is the cost of moving an electron from one such system to a distant identical one:
\begin{equation}
\Delta(2)=E_3+E_1-2E_2=\sqrt{U^2+16t^2}-2t .
\end{equation}
At $U=0$ this is $2t$, although an infinite noninteracting chain at half filling has no gap. The value $2t$ is a level spacing caused by confinement. A finite-chain gap thus mixes interaction and confinement, and size extrapolation has to separate them.

The same example shows how Lanczos diagonalization works. Start from the uniform vector $v_1=(|D\rangle+|C\rangle)/\sqrt2$. The part of $Hv_1$ orthogonal to $v_1$ lies along $v_2=(|D\rangle-|C\rangle)/\sqrt2$, and in this basis
\begin{equation}
T=\begin{pmatrix}U/2-2t&U/2\\U/2&U/2+2t\end{pmatrix}.
\end{equation}
Its eigenvalues are $U/2\pm\sqrt{U^2/4+4t^2}$, so two steps reproduce $E_2$. At $U=0$ the off-diagonal element vanishes and one step suffices.

\section{The gap from two particle sectors}

For an open chain of $L$ sites, $L$ even,
\begin{equation}
H=-t\sum_{i=1}^{L-1}\sum_\sigma
\left(c^\dagger_{i\sigma}c_{i+1,\sigma}+\text{h.c.}\right)
+U\sum_{i=1}^{L}n_{i\uparrow}n_{i\downarrow}.
\end{equation}
Let $E(N_\uparrow,N_\downarrow)$ be the lowest energy in a sector and $E(N)$ the lowest for $N$ electrons in all. At zero temperature and half filling,
\begin{equation}
\Delta(L)=E(L+1)+E(L-1)-2E(L).
\label{eq:gap}
\end{equation}

The hopping is summed equally over spins, and $n_\uparrow n_\downarrow=n(n-1)/2$ with $n=n_\uparrow+n_\downarrow$. Therefore $H$ is invariant under spin rotations. Each multiplet has a member with $S_z=0$ for even $N$ or $|S_z|=1/2$ for odd $N$, so these sectors suffice to find $E(N)$.

The sector with an added electron need not be diagonalized. Let $P$ map $c_{i\sigma}$ to $(-1)^ic^\dagger_{i\sigma}$. Then
\begin{equation}
c^\dagger_{i\sigma}c_{i+1,\sigma}\to
(-1)^{2i+1}c_{i\sigma}c^\dagger_{i+1,\sigma}
=c^\dagger_{i+1,\sigma}c_{i\sigma},
\end{equation}
which leaves the hopping unchanged. The interaction becomes
\begin{equation}
U\sum_i(1-n_{i\uparrow})(1-n_{i\downarrow})
=U\sum_i n_{i\uparrow}n_{i\downarrow}+U(L-\hat N).
\end{equation}
Thus $PHP^{-1}=H+U(L-\hat N)$. If $H\psi=E\psi$ with $N$ electrons, $P\psi$ has $2L-N$ electrons and
\begin{equation}
HP\psi=[E-U(L-2L+N)]P\psi=[E+U(L-N)]P\psi .
\end{equation}
For $N=L-1$ this gives $E(L+1)=E(L-1)+U$. Equation \eqref{eq:gap} becomes
\begin{equation}
\Delta(L)=U+2E\!\left(\tfrac L2-1,\tfrac L2\right)
-2E\!\left(\tfrac L2,\tfrac L2\right).
\label{eq:two}
\end{equation}

\section{Lanczos iteration in a sector}

\subsection{Representation and starting vector}

Let $A$ and $B$ be the sets of sites occupied by up and down electrons. Define $|A,B\rangle$ by up creation operators in site order, followed by down creation operators in site order, acting on the vacuum. The state is then a matrix $\psi_{AB}$, and
\begin{equation}
H\psi=T_\uparrow\psi+\psi T_\downarrow^{\mathsf T}+U\,D\circ\psi .
\end{equation}
Here $T_\sigma$ holds the hopping elements of one spin species, $D_{AB}$ is the number of sites common to $A$ and $B$, and $\circ$ multiplies element by element. The full Hamiltonian matrix is never stored. For $L=10$ the neutral and one-hole sectors have 63504 and 52920 states.

A hop from $i$ to $i+1$ replaces one creation operator by another in the same position of the ordered product, since no site lies between. It produces no sign, and each nonzero off-diagonal element is $-t$. The sector is also connected: hops can pack the electrons of each spin at the left end, and reversed hops lead from there to any configuration.

These facts fix the signs of the ground state. For a real ground state $\psi$, replacing every amplitude by its modulus keeps the diagonal energy and cannot raise the off-diagonal energy. So $|\psi|$ is also a ground state. If one of its amplitudes were zero, the eigenvalue equation there would be a sum of nonpositive terms equal to zero. All connected neighbours would vanish, then by connectivity the whole vector, which is impossible. Next, $|\psi|-\psi$ is either zero or a nonnegative ground state; in the second case it too has no zeros. Hence $\psi$ has one sign throughout. Two vectors of this kind cannot be orthogonal, so the ground state is unique and can be chosen positive.

A uniform starting vector therefore overlaps it. In exact arithmetic the completed Krylov space, spanned by $v_1,Hv_1,H^2v_1,\ldots$, contains the ground state: a polynomial in $H$ that vanishes at all other eigenvalues, but not at the lowest, removes every other component of $v_1$ and leaves a multiple of the ground state.

\subsection{Recurrence and residual}

Orthonormalize the Krylov vectors in order. Since $Hv_i$ lies in the span of $v_1,\ldots,v_{i+1}$ and $H$ is symmetric, $\langle v_i|Hv_j\rangle=\langle Hv_i|v_j\rangle=0$ for $i<j-1$. Only three terms remain:
\begin{equation}
\beta_{j+1}v_{j+1}=Hv_j-\alpha_jv_j-\beta_jv_{j-1},
\quad \alpha_j=\langle v_j|H|v_j\rangle,
\end{equation}
with $\beta_1v_0=0$ and $\beta_{j+1}\geq0$ fixed by normalization. After $m$ steps let $V_m$ have columns $v_1,\ldots,v_m$, and let $T_m$ be the tridiagonal matrix of the $\alpha_j$ and $\beta_j$. Then
\begin{equation}
HV_m=V_mT_m+\beta_{m+1}v_{m+1}e_m^{\mathsf T},
\end{equation}
where $e_m$ is the last unit vector. If $T_ms=\theta s$ with $\|s\|=1$, the vector $x=V_ms$ satisfies
\begin{equation}
Hx-\theta x=\beta_{m+1}s_mv_{m+1}.
\end{equation}
The residual norm is thus $\beta_{m+1}|s_m|$, available without forming $x$. Iteration stops when this estimate is below $10^{-8}t$, or when $\beta_{m+1}$ vanishes to working accuracy.

Rounding gradually spoils orthogonality, so the estimate is not taken as final. The recurrence is repeated with the stored coefficients to accumulate $x$, which is normalized, and $r=\|Hx-\theta x\|$ is measured. Expanding $x=\sum_nc_n\phi_n$ in eigenvectors with energies $E_n$ gives
\begin{equation}
r^2=\sum_n|c_n|^2(E_n-\theta)^2
\ge\min_n(E_n-\theta)^2 .
\end{equation}
Some eigenvalue therefore lies within $r$ of $\theta$, whatever happened to the orthogonality.

The bound does not say which eigenvalue it is. An excited eigenvector must have amplitudes of both signs, because it is orthogonal to a positive vector. In the computed vectors the weight on negative amplitudes is at most $1.4\times10^{-22}$. This is strong evidence for the ground state, though not a proof, since very small positive ground-state amplitudes could weaken the distinction.

An independent test constructs all fermion operators of a four-site chain in the full Fock space and diagonalizes every sector at $U=4t$. The largest discrepancy from Lanczos is $8.0\times10^{-15}t$. The gap from definition \eqref{eq:gap} is $2.660021t$, as obtained from \eqref{eq:two}; the test also confirms the particle-hole relation and the choice of spin sectors.

\section{Two limits of the finite chain}

\subsection{No interaction}

At $U=0$ put $\varphi_j=\sin qj$ with $\varphi_0=\varphi_{L+1}=0$. The second condition gives $q=k\pi/(L+1)$, $k=1,\ldots,L$. From $\varphi_{j-1}+\varphi_{j+1}=2\cos q\,\varphi_j$ the energies are
\begin{equation}
\varepsilon_k=-2t\cos\frac{k\pi}{L+1}.
\end{equation}
In the neutral ground state both spins fill the lowest $L/2$ levels. Removing an electron from the highest filled level changes the energy by $-\varepsilon_{L/2}$. Equation \eqref{eq:two} then gives
\begin{align}
\Delta_0(L)&=-2\varepsilon_{L/2}
=4t\cos\left[\frac\pi2-\frac{\pi}{2(L+1)}\right]\nonumber\\
&=4t\sin\frac{\pi}{2(L+1)} .
\label{eq:free}
\end{align}
With $x=1/(L+1)$, this behaves as $2\pi tx$ for long chains. The ten-site gap is still $0.569t$. For all four chain lengths used below, the Lanczos gaps agree with \eqref{eq:free} within $1.5\times10^{-14}t$.

\subsection{Strong interaction}

For $U\to\infty$ the neutral chain has one electron per site and its energy tends to zero. With one hole, an electron can hop into the empty site, but the order of the spins along the chain cannot change. Each spin order gives a single hole on $L$ sites with hopping $-t$, whose lowest energy is $-2t\cos[\pi/(L+1)]$. Hence
\begin{equation}
\Delta(L)=U-4t\cos\frac{\pi}{L+1}+O(t^2/U).
\label{eq:strong}
\end{equation}
The correction comes from two hops through an intermediate state whose energy is higher by about $U$. For six sites the difference between the computed gap and the first two terms is $0.038996t$ at $U=200t$ and $0.019481t$ at $U=400t$. The ratio $2.0017$ confirms the $1/U$ law.

A related case isolates the motion of charge at any $U$. Let the reference state have all $L$ spins up; its energy is zero. Removing one electron leaves a hole of lowest energy $-2t\cos\pi x$. Adding a down electron creates a mobile double occupation of lowest energy $U-2t\cos\pi x$. The gap above this polarized reference is
\begin{equation}
\Delta_{\rm pol}=U-4t\cos\pi x
=U-4t+2\pi^2t\,x^2+O(x^4).
\end{equation}
It has no linear term. For $L=8$ and $U=8t$ direct diagonalization gives $4.241230t$, in agreement with the formula. This is not the gap above the true ground state, which is unpolarized. For $U<4t\cos\pi x$ the expression is even negative, so it is then an energy difference and not an excitation gap.

\section{Extrapolation and its error}

\subsection{Choice of polynomial}

The free gap requires a linear term in $x$. At finite $U$ the unpolarized chain also has slow spin excitations. At $U=8t$ the cost of changing the neutral chain from $S_z=0$ to $S_z=1$ falls from $0.311t$ at four sites to $0.154t$ at ten. Between eight and ten sites it decreases as $(L+1)^{-0.91}$. Removing an electron changes the number of spins from even to odd, so an energy of similar size may enter the charge gap. This makes a linear term plausible but does not determine its coefficient. The working assumption is
\begin{equation}
\Delta(L)=\Delta_\infty+ax+bx^2+cx^3,
\label{eq:cubic}
\end{equation}
imposed at $L=4,6,8,10$.

Lagrange interpolation, evaluated at $x=0$, yields
\begin{equation}
\Delta_\infty=\sum_iw_i\Delta(L_i),\qquad
w_i=\prod_{j\ne i}\frac{x_j}{x_j-x_i}.
\end{equation}
With $x_i=1/n_i$ each factor is $n_i/(n_i-n_j)$. For $n=5,7,9,11$ the weights are
\begin{equation}
-\frac{125}{48},\quad\frac{343}{16},\quad
-\frac{729}{16},\quad\frac{1331}{48}.
\end{equation}
They sum to one, but their moduli sum to $97.3$. Large terms cancel, and an error $\delta$ in each gap can become $97.3\,\delta$.

The largest measured residual is $9.8\times10^{-9}t$. Provided the ground states have been identified correctly, two energies, each multiplied by two in \eqref{eq:two}, give a gap error of at most $4\times10^{-8}t$. After extrapolation this is at most $4\times10^{-6}t$. Diagonalization error is therefore negligible beside the error of assumption \eqref{eq:cubic}.

\subsection{A rigorous bound without interaction}

Let $f(x)$ be a smooth gap function and $p(x)$ its cubic interpolant. Choose $K$ so that
\begin{equation}
g(z)=f(z)-p(z)-K\prod_{i=1}^4(z-x_i)
\end{equation}
vanishes at $z=0$. It then has five zeros. Between successive zeros of a function its derivative vanishes; applied four times, this gives a point $\xi$ with $g^{(4)}(\xi)=0$. Since $p^{(4)}=0$, $K=f^{(4)}(\xi)/24$, and
\begin{equation}
f(0)-p(0)=\frac{f^{(4)}(\xi)}{24}\prod_{i=1}^4x_i,
\qquad 0<\xi<x_{\max}.
\end{equation}
For $f=4t\sin(\pi x/2)$ the fourth derivative is positive and increasing on this interval, so
\begin{equation}
|p(0)|\le\frac{4t}{24}\left(\frac\pi2\right)^4
\sin\frac{\pi x_{\max}}2\prod_i x_i
=9.05\times10^{-5}t .
\end{equation}
The extrapolated free gap is $-5\times10^{-5}t$. It obeys the bound and has the predicted negative sign. A negative estimate here is interpolation error, not a negative physical gap.

At $U>0$ the fourth derivative is unknown, and even the smoothness of $\Delta$ as a function of $x$ at $x=0$ is assumed. The free bound cannot be carried over.

\subsection{Interacting chains}

An external benchmark is the Lieb--Wu gap of the infinite chain,
\begin{equation}
\Delta_{\rm LW}=\frac{16t^2}{U}\int_1^\infty
\frac{\sqrt{y^2-1}}{\sinh(2\pi ty/U)}\,dy .
\end{equation}
This formula is quoted without derivation. It serves to measure the extrapolation error, and no step of the algorithm depends on it. In units of $t$ the results are:
\begin{center}
\begin{tabular}{ccccc}
$U$ & $\Delta(10)$ & quadratic & cubic & $\Delta_{\rm LW}$\\
2 & 0.843 & 0.150 & 0.147 & 0.173\\
4 & 1.816 & 1.148 & 1.178 & 1.287\\
8 & 5.027 & 4.583 & 4.641 & 4.680
\end{tabular}
\end{center}
The quadratic uses the three longest chains.

For $U=8t$ the cubic result follows from
\begin{align}
\frac{\Delta_\infty}{t}={}&-2.6042(5.818210)+21.4375(5.375777)\nonumber\\
&-45.5625(5.154206)+27.7292(5.026743)\nonumber\\
\approx{}&-15.152+115.243-234.839+139.388\nonumber\\
={}&4.640,
\end{align}
or $4.641$ with the exact fractional weights and unrounded products. The benchmark is higher by $0.039t$, or $0.8\%$ of its value. The ten-site gap misses it by $0.347t$, so extrapolation reduces the error about ninefold.

At $U=4t$ the cubic estimate is low by $0.109t$, or $8.5\%$ of the benchmark. At $U=2t$ it is low by $0.026t$, a smaller absolute error but $15\%$ of the small gap. There the ten-site gap is almost five times the benchmark, so most of the input is confinement energy. Without the benchmark, these four chains would not justify a claim to have resolved the gap.

The difference between cubic and quadratic estimates is not an error bar. At $U=2t$ it is $0.004t$, about one seventh of the actual cubic error; at $U=4t$ it is $0.030t$, less than a third. At $U=8t$ it is $0.057t$, larger than the error. Two polynomials can agree because they share the same defect.

The role of the linear term is also unsettled by the interacting data. At $U=8t$, fitting a constant, $x^2$ and $x^3$ to the three longest chains gives $4.721t$, which is high by $0.041t$. The full cubic is low by nearly the same amount, and the quadratic is worse than either. The linear term is retained because the free limit requires it and spin excitations may produce it, not because this comparison selects it.

One possible reason for the large error at $U=4t$ is a crossover. Consider the illustrative function $\sqrt{\Delta_\infty^2+(vx)^2}$, with $v$ an energy. It is nearly linear for $vx\gg\Delta_\infty$ and quadratic for $vx\ll\Delta_\infty$. A low polynomial fitted across both regimes can miss the intercept. With $v$ chosen to match the benchmark and the ten-site gap, the cubic fit to this function is low by $0.127t$ at $U=4t$, close to the actual error. This agreement is weak evidence: the same function exceeds the four-site gap by $0.44t$ and the six-site gap by $0.17t$, and it has no linear term at small $x$. At $U=2t$, however, it is low by $0.122t$, far more than the actual $0.026t$, and at $U=8t$ its error has the wrong sign. The function shows how a crossover can spoil the fit, but it does not explain how the error depends on $U$.

\section{The gap in electronvolts}

Choose $t=0.020$ Ry and $U=8t$ as round model parameters. The extrapolated gap is
\begin{equation}
4.641\times0.020\ {\rm Ry}=0.093\ {\rm Ry}=1.26\ {\rm eV}.
\end{equation}
The benchmark discrepancy corresponds to about $0.01$ eV. That figure measures the numerical error within the model, not the accuracy of the model for a real material.

The result is the energy needed to create separated added and removed charges in a one-band chain at zero temperature. A calculation for a real material would also need the relevant orbitals and dimensionality, longer-range interaction, lattice motion and disorder. The program prints the gaps of all four chains, the ten-site energies, the largest residual and the limiting checks.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Chain lengths (sites): [4, 6, 8, 10]
L=10 neutral, one-hole dimensions: 63504, 52920
U=0 t, gaps for L=4,6,8,10 (t): 1.236068, 0.890084, 0.694593, 0.569259
U=2 t, gaps for L=4,6,8,10 (t): 1.612815, 1.217166, 0.990101, 0.842620
U=4 t, gaps for L=4,6,8,10 (t): 2.660021, 2.216413, 1.970373, 1.816337
U=8 t, gaps for L=4,6,8,10 (t): 5.818210, 5.375777, 5.154206, 5.026743
U=0 t, L=10, E(5,5), E(4,5) (t): -12.053348, -11.768719
  Lanczos steps neutral, one-hole: (35, 40)
U=2 t, L=10, E(5,5), E(4,5) (t): -7.908736, -8.487426
  Lanczos steps neutral, one-hole: (45, 55)
U=4 t, L=10, E(5,5), E(4,5) (t): -5.380619, -6.472450
  Lanczos steps neutral, one-hole: (55, 65)
U=8 t, L=10, E(5,5), E(4,5) (t): -3.074389, -4.561018
  Lanczos steps neutral, one-hole: (90, 95)
U=0 t, cubic, quadratic limits (t): -0.00005, -0.00369
U=2 t, cubic, quadratic limits (t): 0.14663, 0.15022
U=4 t, cubic, quadratic limits (t): 1.17758, 1.14756
U=8 t, cubic, quadratic limits (t): 4.64051, 4.58345
U=2 t, Lieb-Wu gap (t): 0.17278
  cubic minus Lieb-Wu (t): -0.02615
U=4 t, Lieb-Wu gap (t): 1.28673
  cubic minus Lieb-Wu (t): -0.10914
U=8 t, Lieb-Wu gap (t): 4.67952
  cubic minus Lieb-Wu (t): -0.03901
U=8 t, limit without linear term (t): 4.72062
Cubic weights for L=4,6,8,10: -2.6042, 21.4375, -45.5625, 27.7292
Sum of absolute cubic weights: 97.333
U=0 rigorous extrapolation bound (t): 9.049e-05
U=0 largest finite-chain gap error (t): 1.5e-14
Four-site Fock-space gap at U=4 t (t): 2.660021
Largest four-site sector error (t): 8.0e-15
Largest true residual (t): 9.8e-09
Largest negative-amplitude weight: 1.4e-22
Polarized gap, L=8, U=8 t (t): 4.241230
Strong-coupling remainders, L=6, U=200,400 t (t): 0.038996, 0.019481
Ratio of these remainders: 2.0017
Spin gaps at U=8 t, L=4,6,8,10 (t): 0.310639, 0.231515, 0.184783, 0.153934
Spin-gap decay exponent in L+1, L=8 to 10: 0.910
Chosen hopping t (Ry): 0.020
Main gap at U=8 t (Ry): 0.09281
Main gap at U=8 t (eV): 1.2627
\end{verbatim}
